\section*{Decay of the lowest-band Wannier function in a one-dimensional cosine potential}

\section*{Problem}

An electron of mass $m$ moves in one dimension in a potential of period $a$. Lengths are measured in $a$, wave numbers in $1/a$ and energies in $E_R=\hbar^2\pi^2/(2ma^2)$, so that
\begin{equation}
H=-\frac{1}{\pi^2}\frac{d^2}{dx^2}-2v\cos 2\pi x,\qquad v\ge 0 .
\end{equation}
Bloch states are $\psi_k(x)=\sum_n c_n(k)\,e^{iq_nx}$ with $q_n=k+2\pi n$ and $\sum_n|c_n|^2=1$, and the Wannier function of the lowest band is
\begin{equation}
w(x)=\frac{1}{2\pi}\int_{-\pi}^{\pi}\psi_k(x)\,dk .
\label{def}
\end{equation}
(a) Find $w$ for $v=0$, its tail and its spread $\langle x^2\rangle$. Can the phases of the $\psi_k$ be chosen to make the spread finite? (b) How does $w$ decay at large $|x|$ for $v>0$? (c) Give numbers for the model $v=0.5$, $a=3$~\AA.

\section*{The empty lattice}

Since $-2v\cos2\pi x=-v(e^{2\pi ix}+e^{-2\pi ix})$, the vector $c(k)$ is an eigenvector of the matrix $H_{nn}=q_n^2/\pi^2$, $H_{n,n\pm1}=-v$. The translates of $w$ are orthonormal for every $v$: Bloch's theorem gives $w(x-l)=(2\pi)^{-1}\int e^{-ikl}\psi_k\,dk$ for integer $l$, and $\int\psi_k^*\psi_{k'}dx=2\pi\delta(k-k')$ reduces the overlap to $(2\pi)^{-1}\int_{-\pi}^{\pi}e^{-ikl}dk=\delta_{l0}$.

For $v=0$ and $|k|<\pi$ the smallest diagonal element is $n=0$, so $\psi_k=e^{ikx}$ and
\begin{equation}
w(x)=\frac{e^{i\pi x}-e^{-i\pi x}}{2\pi ix}=\frac{\sin\pi x}{\pi x}.
\end{equation}
The envelope is $1/(\pi|x|)$. For integer $L$, $\int_{-L}^{L}x^2w^2dx=\pi^{-2}\int_{-L}^{L}\sin^2\pi x\,dx=L/\pi^2$, which is $1.013\,a^2$ at $L=10$ and $4.053\,a^2$ at $L=40$. The spread is infinite.

No phase $e^{i\theta(k)}$ cures this. The Fourier transform of $w$ is then $e^{i\theta(q)}$ for $|q|<\pi$ and zero outside, and its modulus jumps. If $\int x^2|w|^2dx$ were finite, the Cauchy--Schwarz inequality applied to $|w|\sqrt{1+x^2}$ and $1/\sqrt{1+x^2}$ would make $\int|w|\,dx$ finite, and the transform of an integrable function is continuous. For smooth $\theta$, one integration by parts gives $w\simeq(e^{i\theta(\pi)+i\pi x}-e^{i\theta(-\pi)-i\pi x})/(2\pi ix)$ with relative corrections of order $\theta'/x$. The cross term in $|w|^2$ averages to zero over a cell, so the cell average of $x^2|w|^2$ tends to $2/(4\pi^2)=0.05066\,a$. For $\theta=0.7\sin k+0.3k^2$ quadrature gives $0.05103\,a$ in the cell at $x=200$.

\section*{A tempting answer to (b)}

Let $v$ be small. Perturbation theory gives $\psi_k=e^{ikx}u_k(x)$ with $u_k$ periodic and $u_k=1+O(v)$. Integrate (\ref{def}) by parts in $k$:
\begin{equation}
w(x)=\frac{\psi_{\pi}(x)-\psi_{-\pi}(x)}{2\pi ix}-\frac{1}{2\pi ix}\int_{-\pi}^{\pi}e^{ikx}\,\partial_ku_k\,dk .
\label{parts}
\end{equation}
The boundary term is $[\sin\pi x+O(v)]/(\pi x)$, and the integral is $O(v)/x$. Hence $w=[\sin\pi x+O(v)]/(\pi x)$: a weak potential changes the coefficient of the $1/x$ tail a little and leaves the power law in place.

\section*{The fault}

Equation (\ref{parts}) is exact, but $u_k=1+O(v)$ is not uniform in $k$. First order gives $c_{-1}=v\pi^2/(q_{-1}^2-q_0^2)$, and at $k=\pi+\delta$
\begin{equation}
q_{-1}^2-q_0^2=(\delta-\pi)^2-(\delta+\pi)^2=-4\pi\delta ,
\end{equation}
so $c_{-1}=\pi v/(4|\delta|)$ is small only for $|\delta|\gg v$. The boundary term is evaluated at $\delta=0$, where the expansion fails for every $v>0$. There the two waves mix equally, $\psi_{\pm\pi}=\sqrt2\cos\pi x+O(v)$, and the boundary term vanishes; the next section shows that it vanishes exactly. The integral in (\ref{parts}) is not $O(v)$ either, because $u_k$ changes by an amount of order one across $|\delta|\lesssim v$. A window of width $v$ in $k$ is resolved at distances $x\gtrsim1/v$, which is where the tail lies. The leading term of the tempting answer, the sinc, describes $w$ only for $x\ll1/v$.

\section*{The right solution}

\subsection*{A periodic gauge}

For real $k$ the matrix is real and symmetric, so take a real lowest eigenvector $c$. Replacing $c_n$ by $|c_n|$ keeps the norm and the diagonal energy and cannot raise $-2v\sum_nc_nc_{n+1}$, so $|c|$ is a lowest eigenvector too. If $|c_n|=0$ for some $n$, row $n$ of its equation reads $v(|c_{n-1}|+|c_{n+1}|)=0$, and the zero spreads to all components. So no component vanishes, and equality of the two energies forces $c_nc_{n+1}>0$. Two vectors of one sign cannot be orthogonal, so the level is simple. Choose $c_n>0$. Because $H_{nn}(k+2\pi)=H_{n+1,n+1}(k)$ and $H_{nn}(-k)=H_{-n,-n}(k)$, uniqueness gives $c_n(k)=f(k+2\pi n)$ with one even function $f$. Then $\psi_{k+2\pi}=\psi_k$, the boundary term in (\ref{parts}) is zero, and
\begin{equation}
w(x)=\frac{1}{2\pi}\int_{-\infty}^{\infty}f(q)\,e^{iqx}dq
\label{ft}
\end{equation}
is real and even. For $v=0$, $f$ is a box. The results below are for this gauge. An extra phase factor $e^{i\theta(k)}$ with a jump brings back a boundary term and a $1/x$ tail; a jump of $\theta$ by a multiple of $2\pi$ does not count, since it leaves the factor continuous. A periodic factor $e^{i\theta(k)}$ that is analytic in a strip wider than the strip $|\operatorname{Im}k|<h$ found below keeps the rate and the power of the tail, but in general changes the shape of $w$ and its spread; one with a singularity closer to the real axis gives a slower decay on at least one side: a singularity in the upper half-plane affects $x>0$, one in the lower half-plane $x<0$.

\subsection*{The energy at complex $k$}

Let $M(E)$ map $(\psi,\psi')$ at $x=0$ to $x=1$, and $\mu(E)=\tfrac12\operatorname{tr}M$. The Wronskian is constant, so $\det M=1$, the eigenvalues obey $\lambda^2-2\mu\lambda+1=0$, and a Bloch solution with $\lambda=e^{ik}$ requires
\begin{equation}
\cos k=\mu(E)
\label{disp}
\end{equation}
for real or complex $k$. The function $\mu$ is entire, so $E(k)$ is analytic wherever $\mu'(E)\neq0$. The zeros of $\mu'$ must be located.

For real $k$ every root of (\ref{disp}) is an eigenvalue of the Hermitian $H(k)$ and is real. If $\mu'=0$ at a real point with $|\mu|<1$, then locally $\mu-\mu_0\simeq b(E-E_0)^j$ with $j\ge2$, and a small shift of $\cos k$ of suitable sign would give non-real roots. So real zeros of $\mu'$ have $|\mu|\ge1$, and the zeros $E_1<E_2<\dots$ of $\mu$ (the case $k=\pi/2$) are real and simple. Solutions grow across a cell at most like $e^{C\sqrt{|E|}}$, and for such growth the Hadamard factorization theorem writes $\mu$ as a constant times the product over its zeros, so
\begin{equation}
\frac{\mu'}{\mu}=\sum_j\frac{1}{E-E_j},\qquad
\operatorname{Im}\frac{\mu'}{\mu}=-\operatorname{Im}E\sum_j\frac{1}{|E-E_j|^2}.
\end{equation}
The second form shows that $\mu'$ has no non-real zero. On the real axis $(\mu'/\mu)'=-\sum_j(E-E_j)^{-2}<0$, so $\mu'/\mu$ falls from $+\infty$ to $-\infty$ between neighbouring $E_j$ and vanishes once; below $E_1$ all terms are negative and it does not vanish. Thus $\mu$ decreases from $+\infty$ at $E\to-\infty$, through the lowest band ($1\ge\mu\ge-1$), to a first minimum at $E^*$ with $\mu(E^*)\le-1$. Equality would let two levels of $H(k)$ merge at the bottom of the spectrum of $H(\pi)$, which is simple. Define $h>0$ by
\begin{equation}
\cosh h=-\mu(E^*).
\label{h}
\end{equation}
At $E^*$, $(\mu'/\mu)'=\mu''/\mu<0$, so $\mu''(E^*)>0$.

Singular points need $\cos k$ real with $|\cos k|\ge1$, so they lie on the lines $\operatorname{Re}k=0,\pm\pi,\dots$; between these lines the band energy, an eigenvalue of $H(k)$ that moves continuously with $k$, continues analytically to any height. On $k=i\eta$, $\cos k=\cosh\eta$ is met by real $E$ below the band, where $\mu'\ne0$. On $k=\pi+i\eta$, $\cos k=-\cosh\eta$ is met by real $E$ between the band top and $E^*$ as long as $|\eta|<h$. Each of these real solutions is analytic near its line and equals the band energy near the real axis, so it is the same function. Hence $E(k)$ is analytic and $2\pi$-periodic for $|\operatorname{Im}k|<h$, and is singular at $k^*=\pi+ih$, where $\sin k^*=-i\sinh h\neq0$ and expanding (\ref{disp}) gives
\begin{equation}
\tfrac12\mu''(E^*)(E-E^*)^2\simeq-\sin k^*\,(k-k^*),\qquad E-E^*\propto(k-k^*)^{1/2}.
\end{equation}
At this square-root point the lowest two bands join.

\subsection*{The Bloch function at complex $k$}

The condition $\sum|c_n|^2=1$ is not analytic; its continuation is $c^{T}c=\sum c_n^2=1$, possible only where an unnormalized eigenvector $b$ has $b^Tb\ne0$. Let $\phi(x)=\sum b_ne^{iq_nx}$. Since $V$ is even, $\tilde\phi(x)=\phi(-x)$ solves the same equation with multiplier $e^{-ik}$. For $\sin k\neq0$ the multipliers differ, the solutions are independent, and $W=\tilde\phi\phi'-\phi\tilde\phi'=2\phi(0)\phi'(0)\neq0$. So $\phi(0)=1$ may be imposed; the initial data are then the unique solution of $(M-e^{ik})(1,\phi'(0))^T=0$ and are analytic in $k$ and $E$. Averaging the constant $W$ over a cell gives $W=2i\sum q_nb_n^2$. Differentiate $(H-E)b=0$ with respect to $k$ and multiply by $b^T$; symmetry of $H$ removes the term with $\partial_kb$:
\begin{equation}
\frac{dE}{dk}\,b^Tb=\sum_n\frac{2q_n}{\pi^2}b_n^2=\frac{W}{i\pi^2}.
\end{equation}
From (\ref{disp}), $dE/dk=-\sin k/\mu'$, and therefore
\begin{equation}
b^Tb=\frac{i\,W\mu'(E)}{\pi^2\sin k}.
\label{norm}
\end{equation}
This is nonzero in the strip off the real axis, and on the axis $b$ is a positive vector. The strip is simply connected, so $c=b/\sqrt{b^Tb}$ and $\psi_k$ are analytic in it, and periodic because they are periodic on the axis.

\subsection*{The tail}

For $x>0$ move the contour in (\ref{def}) to $\operatorname{Im}k=\eta<h$. The vertical sides cancel by periodicity, and $|e^{ikx}|=e^{-\eta x}$ gives $|w|\le C_\eta e^{-\eta|x|}$ with $C_\eta$ the maximum of $|u_k|$ on the contour. This is a bound; the actual tail comes from $k^*$. There $\mu'\simeq\mu''(E-E^*)\propto(k-k^*)^{1/2}$, so (\ref{norm}) gives $c\propto(k-k^*)^{-1/4}$, times a series in $E-E^*$, that is in powers of $(k-k^*)^{1/2}$. Take the period $0<\operatorname{Re}k<2\pi$, raise the contour above $h$ and let it wrap the cut $k=\pi+i(h+\sigma)$. The factor $(k-k^*)^{-1/4}$ has different phases on the two sides, so the sides do not cancel. With $x=n+s$, $0\le s<1$, we have $\psi_k(x)=e^{ikn}\psi_k(s)$, and
\begin{equation}
w(n+s)\simeq(-1)^ng(s)\,e^{-hn}\int_0^\infty\sigma^{-1/4}e^{-\sigma n}d\sigma
=(-1)^ng(s)\,\Gamma(\tfrac34)\,n^{-3/4}e^{-hn},
\label{tail}
\end{equation}
where $g$ is a multiple of the Bloch solution at $E^*$ and the corrections are powers of $n^{-1/2}$. The answer to (b) is an envelope that is an exponential with rate (\ref{h}) times a prefactor $|x|^{-3/4}$. The Bloch solution at $E^*$ is real up to a constant and changes sign from one cell to the next, so $g$ has a zero in the cell; at that one value of $s$ the leading term is absent and the next term, $n^{-5/4}e^{-hn}$, sets the size. The rate $h$ is the largest decay constant of the evanescent solutions in the first gap, since $\cosh\eta=-\mu(E)$ is largest at $E^*$.

\subsection*{Weak gap}

To leading order in $v$, keep the waves $n=0,-1$ at $k=\pi+\delta$. Their diagonal elements are $1+\delta^2/\pi^2\pm d$ with $d=2\delta/\pi$, and the levels lie $\pm\rho$ from the mean, $\rho=\sqrt{d^2+v^2}$. The gap is $E_g=2v$, and $\rho=0$ at $\delta=ih$ gives $h=\pi v/2$, or $h=mE_g/(\hbar^2G)$ with $G=2\pi/a$. For the lower level $(d+\rho)c_0=vc_{-1}$, so $c_0^2/c_{-1}^2=v^2/(\rho+d)^2=(\rho-d)/(\rho+d)$ and
\begin{equation}
f(\pi+\delta)^2=F(\delta)^2=\frac{\rho-d}{2\rho}=\frac12\Big(1-\frac{\delta}{\sqrt{\delta^2+h^2}}\Big).
\end{equation}
The edge of the box is rounded over a width $h$. As $F=1-O(h^2/\delta^2)$ on the inner side, $f(q)\simeq F(q-\pi)+F(-q-\pi)-1$; the constant adds nothing to (\ref{ft}) at $x>0$, and the second term gives the complex conjugate of the first. For the first, close the contour upward around the cut $\delta=iy$, $y=h\cosh t$, down the left side and up the right. There $\sqrt{\delta^2+h^2}=\pm ih\sinh t$ (upper sign on the right), so $\delta/\sqrt{\delta^2+h^2}=\pm\coth t$. With $a_\pm=e^{\pm t/2}/\sqrt{2\sinh t}$, the left value is $F_L=a_+$, which tends to $1$, and the right value has $F_R^2=-a_-^2$. Far to the right $F\simeq h/(2\delta)$, which at $\delta=iy$ is negative imaginary, so $F_R=-ia_-$. Then
\begin{align}
\int F e^{i\delta x}d\delta&=i\int_h^\infty e^{-yx}(F_R-F_L)\,dy=\int_h^\infty e^{-yx}(a_--ia_+)\,dy,\\
w_2(x)&=\frac{1}{\pi}\int_h^\infty e^{-yx}\,(a_+\sin\pi x+a_-\cos\pi x)\,dy ,
\label{w2}
\end{align}
the second line being $2\operatorname{Re}[e^{i\pi x}(a_--ia_+)]/2\pi$ under the integral. For $hx\ll1$ the range $y\sim1/x\gg h$ dominates the $a_+$ term, where $a_+\to1$ gives the sinc. The other term has $a_-\simeq h/(2y)$ and adds about $(h/2\pi)\ln(1/hx)\cos\pi x$, which vanishes as $h\to0$ at fixed $x$, so the sinc returns in that limit. At fixed $h$ this term makes $w_2$ diverge logarithmically as $x\to0$, because $F\simeq h/(2\delta)$ has been continued to infinity while the true $f$ drops off at $3\pi$; $w_2$ is therefore not to be used for $x\ll1$. For $hx\gg1$ small $t$ dominates: $dy=h\sinh t\,dt$, $a_\pm\sinh t\simeq\sqrt{t/2}\,(1\pm t/2)$, $\cosh t\simeq1+t^2/2$, and $\int_0^\infty t^{\nu}e^{-hxt^2/2}dt=\tfrac12(2/hx)^{(\nu+1)/2}\Gamma(\tfrac{\nu+1}{2})$. The term $\nu=\tfrac12$, with $\sin\pi x+\cos\pi x=\sqrt2\cos(\pi x-\pi/4)$, gives
\begin{equation}
w_2\simeq\frac{\sqrt2}{\pi}\,\Gamma(\tfrac34)\Big(\frac h8\Big)^{1/4}x^{-3/4}e^{-hx}\cos\Big(\pi x-\frac\pi4\Big),
\end{equation}
with $\Gamma(\tfrac34)=1.2254$, in agreement with (\ref{tail}). At half-integer $x$ only $a_+$ contributes, and $\nu=\tfrac32$ adds the relative correction $\tfrac12(2/hx)^{1/2}\Gamma(\tfrac54)/\Gamma(\tfrac34)=0.523/\sqrt{hx}$.

The first waves left out are $n=1$, with $c_1\simeq vc_0/(9-1)$, and its mirror image $n=-2$, which does the same for the edge at $-\pi$. Take $n=1$. It copies the edge at $\pi$ to $3\pi$ with weight $v/8$ and multiplies its contribution by $1+(v/8)e^{2\pi ix}$, which is $1-v/8$ at half-integers and $1+v/8$ at integers. At $v=0.05$, where $1/h=12.73\,a$, these factors are $0.99375$ and $1.00625$; diagonalization gives $w/w_2=0.99375$ at $x=10.5$ and $1.00607$ at $x=20$, and the program requires agreement within $v^2$. At $x=2.5$, $w=0.1075\,a^{-1/2}$ is $16\%$ below the sinc value $0.1273\,a^{-1/2}$; at $x=60.5$ it is $6.08\times10^{-5}\,a^{-1/2}$ against $5.26\times10^{-3}\,a^{-1/2}$.

Parseval's theorem applied to $xw$ gives $\langle x^2\rangle=(2\pi)^{-1}\int f'^2dq$. Put $\delta=h\tan\alpha$; then $F^2=\tfrac12(1-\sin\alpha)$, $F=\sin(\pi/4-\alpha/2)$, $(dF/d\alpha)^2=\tfrac14(1-F^2)=\tfrac18(1+\sin\alpha)$ and $d\alpha/d\delta=\cos^2\alpha/h$. One edge gives
\begin{equation}
\int F'^2d\delta=\frac{1}{8h}\int_{-\pi/2}^{\pi/2}(1+\sin\alpha)\cos^2\alpha\,d\alpha=\frac{\pi}{16h},
\end{equation}
and two edges give $\langle x^2\rangle\simeq1/(16h)$, which diverges as the gap closes, as part (a) demands. At $v=0.05$ this is $0.79577\,a^2$; quadrature of the computed $w$ gives $0.79587\,a^2$.

\section*{Numbers for $v=0.5$, $a=3$ \AA}

Plane-wave diagonalization puts the lowest band between $-0.12177\,E_R$ and $0.47065\,E_R$ and the bottom of the second at $1.46677\,E_R$, so $E_g=1.46677-0.47065=0.9961\,E_R$, close to $2v$. Integrating the Schr\"odinger equation across one cell gives the minimum $\mu=-1.317049$ at $E^*=0.9081\,E_R$, hence
\begin{equation}
h=\operatorname{arccosh}1.317049=0.776636\,a^{-1},\qquad e^{-ha}=0.45995 .
\end{equation}
The two-wave value $0.785398\,a^{-1}$ is $1.1\%$ above $h$; at $v=1$ it is $1.5708\,a^{-1}$ against $1.5091\,a^{-1}$. The point where two eigenvalues of $H(\pi+i\eta)$ merge gives the same $h$ to all printed digits. Following the eigenvalue through one period along $\operatorname{Im}k=0.9h$ returns it to its start, while along $1.1h$ it ends $4.29\,E_R$ away, having passed above the branch point. The norm of $c$ near $k^*$ scales with exponent $-0.2500$.

\begin{center}
\begin{tabular}{rrr}
$x/a$ & $w\,\sqrt a$ & sinc\\
$0.5$ & $4.316\times10^{-1}$ & $6.366\times10^{-1}$\\
$2.5$ & $2.042\times10^{-2}$ & $1.273\times10^{-1}$\\
$5.5$ & $-9.967\times10^{-4}$ & $-5.787\times10^{-2}$\\
$10.5$ & $1.188\times10^{-5}$ & $3.032\times10^{-2}$\\
$20.5$ & $2.905\times10^{-9}$ & $1.553\times10^{-2}$
\end{tabular}
\end{center}

The weight lost from the tail moves to the centre: $w(0)=1.321\,a^{-1/2}$, against $1\,a^{-1/2}$ for the sinc. The logarithmic slope between $x=19.5$ and $20.5$ is $0.81727\,a^{-1}$. A pure exponential would give $h$, and (\ref{tail}) gives $h+3/(4x)=0.77664+0.75/20=0.81414\,a^{-1}$. The remainder is $0.0031\,a^{-1}$. The two-wave correction $0.523/\sqrt{hx}$ adds $0.523/(2x\sqrt{hx})=0.523/(40\times3.94)=0.0033\,a^{-1}$ to the slope, the same size; this attribution is an estimate and is not among the tests. A fit of $\ln|w|$ on $30.5\le x\le300.5$, with $h$, the power $p$ of $x^{-p}$ and corrections in powers of $x^{-1/2}$ all free, gives $h=0.776636\,a^{-1}$ and $p=0.7500$; there $w$ is evaluated on the contour $\operatorname{Im}k=0.97h$ to escape round-off, and this contour is tested against the real one up to $x=20.5$.

The spread is $0.08051\,a^2$, and $1/(16h)$ with the exact $h$ is $0.08048\,a^2$. Before rounding the two differ by $0.05\%$ of the spread, much less than a leading-order formula guarantees at $v=0.5$, and the derivation above does not explain the closeness. With $E_R=4.178$~eV the gap is $0.9961\times4.178=4.16$~eV, the decay length is $1/h=1.2876\,a=3.86$~\AA{} and the rms width is $\sqrt{0.08051}\,a=0.284\,a=0.85$~\AA. The width is $0.2838/1.2876=0.22$ of the decay length, so $1/h$, which governs the far tail, is not a measure of the width. In the weak-gap formula the ratio is $h/\sqrt{16h}=\sqrt{ha}/4$, which goes to zero as the gap closes. The numerical check that follows prints the main computed values; the simple ratios and differences quoted here follow from them.

\section*{Computed results}
\begin{verbatim}
v = 0
int x^2 w^2 over |x|<10 a = 1.01321 a^2, L/pi^2 = 1.01321 a^2
int x^2 w^2 over |x|<40 a = 4.05285 a^2, L/pi^2 = 4.05285 a^2
gauge theta = 0.7 sin k + 0.3 k^2, cell x = 200..201 a:
  mean x^2|w|^2 = 0.05103 a, 1/(2 pi^2) = 0.05066 a
v [E_R], gap [E_R], h transfer, h coalescence, pi v/2 [1/a]
  0.05  0.099996  0.0785306  0.0785306  0.0785398
  0.10  0.199969  0.1570062  0.1570062  0.1570796
  0.20  0.399750  0.3135750  0.3135750  0.3141593
  0.50  0.996112  0.7766363  0.7766363  0.7853982
  1.00  1.969357  1.5090688  1.5090688  1.5707963
v = 0.05 E_R, 1/h = 12.732 a: x [a], w, w2, sinc [a^-1/2], w/w2
    2.5  1.07521e-01  1.08198e-01  1.27324e-01 0.99374
   10.5  1.46486e-02  1.47407e-02  3.03152e-02 0.99375
   20.0  1.80275e-03  1.79188e-03  0.00000e+00 1.00607
   30.5  1.16138e-03  1.16848e-03  1.04364e-02 0.99392
   40.0  2.49921e-04  2.48345e-04  0.00000e+00 1.00635
   60.5  6.08292e-05  6.11849e-05  5.26132e-03 0.99419
1 - v/8 = 0.99375, 1 + v/8 = 1.00625
Gamma(3/4) = 1.22542, coefficient of (hx)^-1/2 = 0.52302
<x^2> = 0.79587 a^2, 1/(16h) = 0.79577 a^2
worked example: v = 0.5 E_R, a = 3.0 Angstrom, electron mass
band 1: -0.12177 to 0.47065 E_R, band 2 starts at 1.46677 E_R
gap = 0.99611 E_R, E* = 0.9081 E_R, mu(E*) = -1.317049
h = 0.776636 1/a, pi v/2 = 0.785398 1/a, exp(-h a) = 0.45995
Im k = 0.9 h: |E(2pi) - E(0)| after continuation = 0.0000 E_R
Im k = 1.1 h: |E(2pi) - E(0)| after continuation = 4.2867 E_R
exponent of |c| at the branch point = -0.2500
w(0) = 1.32095 a^-1/2
x [a], w(x), sinc(x) [a^-1/2]
    0.5  4.31593e-01  6.36620e-01
    1.5 -7.04870e-02 -2.12207e-01
    2.5  2.04195e-02  1.27324e-01
    5.5 -9.96652e-04 -5.78745e-02
   10.5  1.18796e-05  3.03152e-02
   20.5  2.90465e-09  1.55273e-02
slope 19.5 -> 20.5 a = 0.81727 1/a, h + 3/(4x) = 0.81414 1/a
fit on 30.5 to 300.5 a (contour Im k = 0.97 h):
  h = 0.776636 1/a, p = 0.7500
<x^2> = 0.08051 a^2, 1/(16h) = 0.08048 a^2
E_R = 4.1781 eV, gap = 4.1619 eV
decay length 1/h = 1.2876 a = 3.863 Angstrom
rms width = 0.2838 a = 0.851 Angstrom
\end{verbatim}
